\section*{Singlet and Triplet Excitations of Helium from a Single Exact-Exchange Pole}

\section{The problem}

A two-electron atom has a nondegenerate singlet ground state. In Kohn--Sham theory both electrons occupy one real orbital $\phi_1$ with energy $\varepsilon_1$. Let $\phi_q$ be an empty, bound, real orbital with energy $\varepsilon_q$, and define
\begin{equation}
\omega_q=\varepsilon_q-\varepsilon_1,\qquad
\Phi(\mathbf r)=\phi_1(\mathbf r)\phi_q(\mathbf r),\qquad
K=\iint\frac{\Phi(\mathbf r)\Phi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{K}
\end{equation}
The number $K$ is the exchange integral. Atomic units are used, so energies are in hartree and lengths in bohr. The electrons are nonrelativistic and the nucleus is fixed.

\begin{enumerate}
\item Estimate $K$ for the helium transition $1s\to2s$ by scaling hydrogen-like orbitals.
\item Treat the electron interaction in linear response with the exact-exchange kernel and keep the single transition $1\to q$. Find the singlet and triplet excitation energies to first order in $K$.
\item For helium $1s\to2s$ the Kohn--Sham gap is $\omega_q=0.7460$, the singlet excitation energy is $0.7578$ and the triplet excitation energy is $0.7285$ hartree. Compare these values with the answer to part 2.
\end{enumerate}

The gap in part 3 belongs to the accurate Kohn--Sham potential, which includes correlation. Combining it with an exchange kernel gives a hybrid scheme: correlation is present in the orbitals and absent from the kernel.

\section{A first estimate by scaling}

For one electron in the field of a charge $Z$, the orbitals are $\phi_Z(\mathbf r)=Z^{3/2}\phi_{Z=1}(Z\mathbf r)$. Put this into (\ref{K}) and substitute $\mathbf x=Z\mathbf r$. The four orbitals give $Z^6$, the two volume elements give $Z^{-6}$, and the inverse distance gives $Z$. Hence $K(Z)=Z\,K(1)$.

To find $K(1)$, write each $s$ orbital as $u(r)/(\sqrt{4\pi}\,r)$:
\begin{equation}
u_1=2r\,e^{-r},\qquad
u_2=\frac{r}{\sqrt2}\Bigl(1-\frac r2\Bigr)e^{-r/2},\qquad
g=u_1u_2=\sqrt2\,r^2\Bigl(1-\frac r2\Bigr)e^{-3r/2}.
\end{equation}
The average of $1/|\mathbf r-\mathbf r'|$ over directions is one over the larger radius. The regions $r'<r$ and $r'>r$ contribute equally, so
\begin{equation}
K(1)=2\int_0^\infty\frac{g(r)}{r}\,G(r)\,dr,\qquad
G(r)=\int_0^r g(r')\,dr'=\frac{\sqrt2}{3}\,r^3e^{-3r/2}.
\end{equation}
Differentiation confirms the last form: the derivative of $r^3e^{-3r/2}$ is $3r^2(1-r/2)e^{-3r/2}$, and $G(0)=0$. With $\int_0^\infty r^ne^{-3r}dr=n!/3^{n+1}$,
\begin{align}
K(1)&=\frac43\int_0^\infty\Bigl(r^4-\frac{r^5}{2}\Bigr)e^{-3r}\,dr
=\frac43\Bigl(\frac{24}{243}-\frac{60}{729}\Bigr)\nonumber\\
&=\frac43\cdot\frac{12}{729}=\frac{16}{729}.
\end{align}

In helium the inner electron feels a charge near 2, while the outer one, far out, feels a charge near 1. A single effective charge can be chosen from the gap. The hydrogen-like levels $-Z^2/(2n^2)$ give $\omega_q=\frac12Z^2(1-\frac14)=\frac38Z^2$, so
\begin{equation}
Z_{\rm eff}=\sqrt{\frac{8\times0.7460}{3}}\approx1.41,\qquad
K\approx\frac{16}{729}\times1.41\approx0.031\ \text{hartree}.
\label{estimate}
\end{equation}
The interaction should therefore move the levels by a few hundredths of a hartree. This is about 4\% of the gap, so an expansion in $K/\omega_q$ within this one transition converges quickly. The ratio says nothing about coupling to other transitions such as $1s\to3s$, which lie much closer to $1s\to2s$ than the size of the gap. In this one-charge model $K\propto Z$ and $\omega_q\propto Z^2$, so the relative shift falls as $1/Z$. The estimate does not say in which direction each level moves.

\section{Exact solution for one transition}

\subsection{The kernel}

With one occupied orbital per spin, the exchange energy depends directly on the spin densities $n_\sigma=|\phi_\sigma|^2$:
\begin{equation}
E_x=-\frac12\sum_\sigma\iint\frac{n_\sigma(\mathbf r)n_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\end{equation}
It removes the repulsion of each electron with itself. Varying $n_\sigma$ acts on two equal factors, which cancels the $\frac12$:
\begin{equation}
v_{x\sigma}(\mathbf r)=-\int\frac{n_\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad
\frac{\delta v_{x\sigma}(\mathbf r)}{\delta n_{\sigma'}(\mathbf r')}
=-\frac{\delta_{\sigma\sigma'}}{|\mathbf r-\mathbf r'|}.
\end{equation}
The same potential holds when the orbitals depend on time. The Fock exchange operator acting on the lone orbital of spin $\sigma$ gives
\begin{equation}
-\phi_\sigma(\mathbf r,t)\int\frac{\phi_\sigma^*(\mathbf r',t)\phi_\sigma(\mathbf r',t)}{|\mathbf r-\mathbf r'|}\,d^3r'
=v_{x\sigma}(\mathbf r,t)\,\phi_\sigma(\mathbf r,t).
\end{equation}
This is multiplication by a potential fixed by the density at the same instant, so the kernel has no frequency dependence.

The Hartree potential responds to both spin densities with $+1/|\mathbf r-\mathbf r'|$. The sum is
\begin{equation}
f_{\sigma\sigma'}(\mathbf r,\mathbf r')=\frac{1-\delta_{\sigma\sigma'}}{|\mathbf r-\mathbf r'|}.
\label{kernel}
\end{equation}
Each electron responds to the density change of the other one and not to its own. The matrix elements $K_{\sigma\sigma'}=\iint\Phi f_{\sigma\sigma'}\Phi\,d^3r\,d^3r'$ are therefore
\begin{equation}
K_{\uparrow\uparrow}=K_{\downarrow\downarrow}=0,\qquad
K_{\uparrow\downarrow}=K_{\downarrow\uparrow}=K.
\end{equation}

\subsection{Equations of motion}

Let a small amplitude $c_\sigma(t)$ of $\phi_q$ be mixed into each occupied orbital:
\begin{equation}
\phi_\sigma(\mathbf r,t)=e^{-i\varepsilon_1t}\bigl[\phi_1(\mathbf r)+c_\sigma(t)\phi_q(\mathbf r)\bigr].
\end{equation}
Leaving out all other empty orbitals is the first approximation. To first order, the density change is $\delta n_\sigma=\Phi\,(c_\sigma+c_\sigma^*)$. Insert the orbital into $i\partial_t\phi_\sigma=(h+\delta v_\sigma)\phi_\sigma$, where $h$ is the ground-state Kohn--Sham Hamiltonian, and project on $\phi_q$. The term $\varepsilon_1c_\sigma$ from the phase combines with $\varepsilon_qc_\sigma$ from $h$:
\begin{equation}
i\dot c_\sigma=\omega_qc_\sigma+\int\Phi\,\delta v_\sigma\,d^3r
=\omega_qc_\sigma+\sum_{\sigma'}K_{\sigma\sigma'}(c_{\sigma'}+c_{\sigma'}^*).
\end{equation}
No external field is present. An excitation energy is a frequency at which the spin densities oscillate under their own induced potentials. Set $c_\sigma=X_\sigma e^{-i\omega t}+Y_\sigma e^{i\omega t}$ with real $X_\sigma$, $Y_\sigma$. Then $c_\sigma+c_\sigma^*=(X_\sigma+Y_\sigma)(e^{-i\omega t}+e^{i\omega t})$, and equating the coefficients of the two exponentials gives
\begin{align}
(\omega-\omega_q)X_\sigma&=\sum_{\sigma'}K_{\sigma\sigma'}(X_{\sigma'}+Y_{\sigma'}),\label{X}\\
-(\omega+\omega_q)Y_\sigma&=\sum_{\sigma'}K_{\sigma\sigma'}(X_{\sigma'}+Y_{\sigma'}).\label{Y}
\end{align}
Solved for the amplitudes, (\ref{X}) has a pole at $\omega=\omega_q$ and (\ref{Y}) has one at $\omega=-\omega_q$.

\subsection{Spin symmetry and the solution}

The equations do not change when the spins are exchanged, so their solutions have $X_\downarrow=sX_\uparrow$ and $Y_\downarrow=sY_\uparrow$ with $s=\pm1$. Since $K$ connects opposite spins, the right-hand sides for spin up become $sK(X_\uparrow+Y_\uparrow)$. Divide (\ref{X}) by $\omega-\omega_q$ and (\ref{Y}) by $-(\omega+\omega_q)$, add them, and cancel $X_\uparrow+Y_\uparrow$:
\begin{equation}
1=sK\left[\frac1{\omega-\omega_q}-\frac1{\omega+\omega_q}\right]
=\frac{2s\,\omega_qK}{\omega^2-\omega_q^2}
\quad\Longrightarrow\quad
\omega^2=\omega_q^2+2s\,\omega_qK.
\label{pair}
\end{equation}
This solves the one-transition problem with both poles kept. Expanding the square root for $K\ll\omega_q$ gives
\begin{equation}
\omega=\omega_q\sqrt{1+\frac{2sK}{\omega_q}}
=\omega_q+sK-\frac{K^2}{2\omega_q}+\dots
\end{equation}

The single-pole approximation drops $Y_\sigma$. Equation (\ref{X}) then reads $(\omega-\omega_q)X_\uparrow=sKX_\uparrow$, which gives the first-order part directly. Dropping $Y_\sigma$ is justified because (\ref{X}) and (\ref{Y}) give $Y_\sigma/X_\sigma=-(\omega-\omega_q)/(\omega+\omega_q)$, whose size is about $K/(2\omega_q)$.

It remains to attach spin labels. Exciting the spin-up electron leads to the determinant of $\phi_q\alpha$ and $\phi_1\beta$. Exciting the spin-down electron leads to that of $\phi_1\alpha$ and $\phi_q\beta$. Apart from normalization, with the coordinates of electrons 1 and 2 in order, they are
\begin{align}
D_\uparrow&=\phi_q\phi_1\,\alpha\beta-\phi_1\phi_q\,\beta\alpha,\qquad
D_\downarrow=\phi_1\phi_q\,\alpha\beta-\phi_q\phi_1\,\beta\alpha,\\
D_\uparrow\pm D_\downarrow&=(\phi_q\phi_1\pm\phi_1\phi_q)(\alpha\beta\mp\beta\alpha).
\end{align}
To first order, the determinant of the two perturbed orbitals is the ground-state determinant plus $c_\uparrow D_\uparrow+c_\downarrow D_\downarrow$, so $s=+1$ gives the sum and $s=-1$ the difference. The sum has the antisymmetric spin function and is the singlet. The difference has the symmetric spin function and is the triplet component with zero spin projection. Therefore
\begin{equation}
\boxed{\;\omega_{\rm singlet}=\omega_q+K,\qquad \omega_{\rm triplet}=\omega_q-K.\;}
\label{result}
\end{equation}
In the singlet motion the two spin densities change together and each electron meets added repulsion where the other one gathers. In the triplet motion they change oppositely, the total density stays fixed to first order, and the energy is lowered.

The order of the levels follows from $K>0$. Let $V(\mathbf r)=\int\Phi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, so that $\nabla^2V=-4\pi\Phi$. Integration by parts gives
\begin{equation}
K=\int\Phi V\,d^3r=-\frac1{4\pi}\int V\nabla^2V\,d^3r=\frac1{4\pi}\int|\nabla V|^2\,d^3r>0.
\end{equation}
The surface term vanishes because $V$ falls at least as $1/r$ and its gradient at least as $1/r^2$.

The result fails when $K$ is not small compared with $\omega_q$: for $2K>\omega_q$ the triplet frequency in (\ref{pair}) becomes imaginary. A small $K/\omega_q$ is necessary but not sufficient: the couplings to other transitions of the same symmetry must also be small compared with their spacing from $1\to q$. Helium meets the first condition well and the second poorly. In the comparison below $K/\omega_q\approx0.03$, yet the terms beyond first order reach about 30\% of $K$ for the singlet and 60\% for the triplet.

\section{Orbitals for the helium comparison}

A value of $K$ beyond the scaling estimate needs accurate Kohn--Sham orbitals. They can be found from a correlated ground-state wavefunction $\Psi(\mathbf r_1,\mathbf r_2)$ with energy $E$. Write $\Psi=R(\mathbf r_1)\,\chi(\mathbf r_2|\mathbf r_1)$ with $R>0$ and $\int\chi^2d^3r_2=1$ at every $\mathbf r_1$. Then $R^2$ is half the electron density. Differentiating the normalization once and twice gives
\begin{equation}
\int\chi\nabla_1\chi\,d^3r_2=0,\qquad
\int\chi\nabla_1^2\chi\,d^3r_2=-\int|\nabla_1\chi|^2\,d^3r_2.
\end{equation}
Multiply the Schr\"odinger equation by $\chi$, integrate over $\mathbf r_2$, and subtract the ground-state energy $E_{\rm ion}=-2$ of the one-electron ion:
\begin{align}
\bigl[-\tfrac12\nabla^2+v_s(\mathbf r_1)\bigr]R&=(E-E_{\rm ion})R,\\
v_s(\mathbf r_1)&=-\frac2{r_1}+\Bigl\langle\frac1{r_{12}}\Bigr\rangle_\chi
+\frac12\int|\nabla_1\chi|^2d^3r_2+\langle h_2\rangle_\chi-E_{\rm ion}.
\end{align}
Here $h_2=-\frac12\nabla_2^2-2/r_2$. When electron 1 is far away, $\chi$ becomes the ground state of the ion and $v_s\to0$. Thus $v_s$ is the Kohn--Sham potential, $R$ is its $1s$ orbital, and $\varepsilon_1$ is minus the ionization energy.

Far out, electron 1 sees the charge of the ion and the dipole it induces there. Its field $1/r^2$ lowers the energy by $\frac12\alpha/r^4$, with computed polarizability $\alpha=0.28125$ bohr$^3$. The form $-1/r-\alpha/(2r^4)$ replaces the computed potential beyond about 6 bohr, where the approximate wavefunction is less reliable. Between 5 and 7 bohr the two forms differ by up to $0.004$ hartree, so the join is not seamless.

The resulting orbital energies are $\varepsilon_{1s}=-0.90372$ and $\varepsilon_{2s}=-0.15760$ hartree. Their gap of $0.7461$ differs from the given $0.7460$ by about $0.0001$ hartree. The join may be responsible, though this was not tested separately. Correlated calculations of the excited states give $0.75775$ and $0.72849$ hartree, in agreement with the given levels within $0.0001$ hartree.

\section{Comparison}

\subsection{The scaling estimate and the computed integral}

The accurate orbitals give $K=0.0228$ hartree. The estimate (\ref{estimate}), $0.031$ hartree, is about 36\% larger. It has the right order of magnitude, but one effective charge cannot describe a compact $1s$ and a diffuse $2s$ orbital together. The model places the $2s$ level at $-Z_{\rm eff}^2/8\approx-0.25$ hartree, against the computed $-0.158$, so its $2s$ orbital decays faster at large distance. Whether this accounts for the excess in $K$ was not tested.

\subsection{The symmetry against the given levels}

Equation (\ref{result}) can be checked without any value of $K$. It requires equal and opposite shifts from $\omega_q$, but the given levels have
\begin{align}
0.7578-0.7460&=+0.0118\ \text{hartree (singlet)},\\
0.7285-0.7460&=-0.0175\ \text{hartree (triplet)}.
\end{align}
The signs agree and the sizes do not. The midpoint of the two levels is $0.74315$, which is $0.00285$ hartree below the gap, whereas (\ref{result}) places it at the gap. No single $K$ can reproduce both levels. Taking half the given splitting, $K=0.01465$, reproduces the splitting but leaves both levels too high by $0.00285$ hartree.

\subsection{The predicted levels}

With the computed gap and $K$,
\begin{align}
\omega_{\rm singlet}&=0.7461+0.0228=0.7689\ \text{hartree}=20.92\ \text{eV},\\
\omega_{\rm triplet}&=0.7461-0.0228=0.7233\ \text{hartree}=19.68\ \text{eV}.
\end{align}
Relative to the given levels, the errors are $+0.0111$ and $-0.0052$ hartree. The predicted splitting $2K=0.0456$ is too large compared with $0.7578-0.7285=0.0293$ hartree.

Two omissions can be separated by improving the response calculation while keeping the same orbitals and exchange kernel.

\begin{center}
\begin{tabular}{lcc}
\hline
Energies in hartree & Singlet & Triplet\\
\hline
Single pole & 0.7689 & 0.7233\\
Both poles of $1s\to2s$ & 0.7686 & 0.7230\\
All transitions & 0.7621 & 0.7096\\
Given levels & 0.7578 & 0.7285\\
\hline
\end{tabular}
\end{center}

The pole at $-\omega_q$ lowers each level by about $K^2/(2\omega_q)\approx0.00035$ hartree, as the expansion predicts. The other transitions, including those to the continuum, matter much more. With all of them included, the midpoint lies $0.0103$ hartree below the gap. The symmetry thus needs both the single-pole approximation and $K_{\uparrow\uparrow}=0$. It is lost with the exchange kernel once other poles are kept. It is also lost in the single-pole approximation for a kernel with $K_{\uparrow\uparrow}\neq0$, since (\ref{X}) then gives the shifts $K_{\uparrow\uparrow}\pm K_{\uparrow\downarrow}$.

The complete response has errors of $+0.0043$ for the singlet and $-0.0189$ hartree for the triplet. Its orbitals come from the accurate potential, so apart from numerical errors near $0.0001$ hartree these are due to the missing correlation kernel. The single-pole errors can now be divided:
\begin{align}
\text{singlet:}\quad +0.0111&=+0.0043+0.0068,\\
\text{triplet:}\quad -0.0052&=-0.0189+0.0137,
\end{align}
where the first term is the error of the kernel and the second comes from keeping one pole. For the singlet they add. For the triplet they largely cancel, so the better single-pole triplet is no evidence that the exchange kernel describes it well.

If correlation is left out of the potential too, a self-consistent exact-exchange calculation gives $\omega_q=0.7596$ and $K=0.0226$ hartree. The single-pole levels are then $0.7822$ and $0.7370$, too high by $0.0244$ and $0.0085$ hartree. The integral has hardly changed; the gap has risen by about $0.0135$ hartree and carries both levels upward.

The first-order law itself is tested by multiplying the kernel in the complete response by a small factor. The singlet and triplet energies change with that factor at rates $+0.02278$ and $-0.02278$ hartree, equal to $+K$ and $-K$. Other transitions do not affect these initial slopes; they enter from second order on. At full strength in helium, their effect is comparable with the differences between the single-pole levels and the given ones.

\section*{Numbers as computed}
\begin{verbatim}
GIVEN HELIUM VALUES
Kohn-Sham gap: 0.7460 hartree
singlet: 0.7578 hartree
triplet: 0.7285 hartree
singlet minus gap: 0.0118 hartree
triplet minus gap: -0.0175 hartree
midpoint of singlet and triplet: 0.74315 hartree
midpoint minus gap: -0.00285 hartree
half the splitting: 0.01465 hartree
CORRELATED REFERENCE CALCULATION
ground-state energy: -2.903723 hartree
ionization energy: 0.90372 hartree
singlet excitation: 0.75775 hartree
triplet excitation: 0.72849 hartree
polarizability of the ion: 0.28125 bohr^3
KOHN-SHAM ORBITALS FROM THE CORRELATED WAVEFUNCTION
largest potential mismatch, 5 to 7 bohr: 4.0e-03 hartree
1s orbital energy: -0.90372 hartree
2s orbital energy: -0.15760 hartree
gap: 0.74613 hartree
integrated density misfit per electron: 9.6e-06 (no unit)
exchange integral K: 0.02278 hartree
K by direct quadrature: 0.02278 hartree
EXACT-EXCHANGE KERNEL WITH THESE ORBITALS
single-pole singlet: 0.76890 hartree
single-pole triplet: 0.72335 hartree
single-pole singlet: 20.923 eV
single-pole triplet: 19.683 eV
single-pole singlet minus given value: 0.0111 hartree
single-pole triplet minus given value: -0.0052 hartree
singlet with antiresonant term: 0.76857 hartree
triplet with antiresonant term: 0.72299 hartree
singlet from complete response: 0.76209 hartree
triplet from complete response: 0.70961 hartree
complete singlet minus given value: 0.0043 hartree
complete triplet minus given value: -0.0189 hartree
complete-response midpoint minus gap: -0.01028 hartree
singlet slope with kernel strength: 0.02278 hartree
triplet slope with kernel strength: -0.02278 hartree
SELF-CONSISTENT EXACT EXCHANGE
gap: 0.75962 hartree
exchange integral K: 0.02260 hartree
single-pole singlet: 0.78222 hartree
single-pole triplet: 0.73702 hartree
\end{verbatim}
